# How a Pyroelectric Detector's Voltage Depends on Chopping Frequency

A pyroelectric detector is a thin polar crystal with an electrode on each face. Absorbed radiation warms it, its polarization changes, and the charge released on the electrodes drives a voltage across a load resistor. A chopper interrupts the radiation periodically. The problem is to find how the voltage depends on the chopping frequency, and what "the voltage" has to mean for the answer to hold.

The element has electrode area $A$, thickness $d$, heat capacity $H$ and absorptance $\eta$. It loses heat to its case through a thermal conductance $G$. Its polarization, which is a charge per unit area, falls by $p$ per kelvin of warming, with $p>0$. The load is $R$, and $C$ is the total capacitance of element and amplifier input. The time constants are

$$\tau_T=\frac{H}{G},\qquad \tau_E=RC .$$

Until stated otherwise, the element has one uniform temperature, the case temperature is fixed, the coefficients are constant, and the voltage does not act back on the temperature.

## (a) The response to sinusoidal modulation

**Question.** The incident power has a part oscillating at angular frequency $\omega$. Find the voltage it produces.

**Solution.** Let $\theta$ be the element's temperature above that of the case. Absorbed power either warms the element or leaves through $G$:

$$H\frac{d\theta}{dt}+G\theta=\eta W(t).$$

The charge released by warming is $pA\theta$, so the pyroelectric current is $pA\,d\theta/dt$. It charges the capacitance and flows through the load in parallel with it. With the polarity chosen so that warming drives $V$ positive,

$$C\frac{dV}{dt}+\frac{V}{R}=pA\frac{d\theta}{dt}.$$

Both equations are linear, so the oscillating part can be treated alone. Write each quantity as the real part of a complex amplitude times $e^{i\omega t}$, so that $d/dt$ becomes $i\omega$. The heat balance gives

$$\theta=\frac{\eta W}{G+i\omega H}=\frac{\eta W}{G(1+i\omega\tau_T)}.$$

Multiplying the charge balance by $R$ gives $(1+i\omega\tau_E)V=i\omega pAR\,\theta$. Inserting $\theta$,

$$\frac{V}{W}=\frac{\eta pAR}{G}\,\frac{i\omega}{(1+i\omega\tau_T)(1+i\omega\tau_E)}.$$

The modulus is the responsivity, the voltage amplitude per unit amplitude of incident power:

$$r(\omega)=\frac{\eta pAR\,\omega}{G\sqrt{1+\omega^2\tau_T^2}\,\sqrt{1+\omega^2\tau_E^2}} .$$

The factor $\omega$ in the numerator appears because the current follows the rate of warming. Steady radiation keeps the element warm but gives no steady voltage.

## (b) The maximum

**Question.** At what frequency is $r$ largest, how large is it there, and what is the phase of the voltage?

**Solution.** Expand the denominator and divide it by $i\omega$, using $1/i=-i$:

$$\frac{1+i\omega(\tau_T+\tau_E)-\omega^2\tau_T\tau_E}{i\omega}
=(\tau_T+\tau_E)+i\left(\omega\tau_T\tau_E-\frac1\omega\right).$$

Hence

$$\frac{V}{W}=\frac{\eta pAR}{G}\,
\frac{1}{(\tau_T+\tau_E)+i\left(\omega\tau_T\tau_E-1/\omega\right)} .$$

The real part of this denominator does not depend on frequency. The modulus of the denominator is therefore smallest when the imaginary part vanishes. That part has derivative $\tau_T\tau_E+1/\omega^2>0$, so it rises steadily from $-\infty$ to $+\infty$ and vanishes once, where $\omega^2\tau_T\tau_E=1$:

$$\boxed{\;\omega_0=\frac{1}{\sqrt{\tau_T\tau_E}}\;},\qquad
r_{\max}=\frac{\eta pAR}{G(\tau_T+\tau_E)} .$$

The peak lies at the inverse of the geometric mean of the two time constants. Nothing in the argument requires them to be different, or says which is longer.

At $\omega_0$ the ratio $V/W$ is real and positive, so the voltage is in phase with the radiation. Differentiation advances the phase by $90^\circ$, while the two lags are $\arctan\omega_0\tau_T$ and $\arctan\omega_0\tau_E$. Since $\omega_0\tau_T$ and $\omega_0\tau_E$ are reciprocals, these lags add up to $90^\circ$ and cancel the advance.

## (c) Width and limits

**Question.** How sharp is the peak, and what happens far from it?

**Solution.** Because $\sqrt{\tau_T\tau_E}=1/\omega_0$, the imaginary part can be written

$$\omega\tau_T\tau_E-\frac1\omega=\sqrt{\tau_T\tau_E}\left(\frac{\omega}{\omega_0}-\frac{\omega_0}{\omega}\right).$$

The responsivity then becomes

$$r=\frac{r_{\max}}{\sqrt{1+Q^2\left(\omega/\omega_0-\omega_0/\omega\right)^2}},\qquad
Q=\frac{\sqrt{\tau_T\tau_E}}{\tau_T+\tau_E}\le\frac12 .$$

The bound on $Q$ follows from $(\sqrt{\tau_T}-\sqrt{\tau_E})^2\ge0$. The curve is symmetric on a logarithmic frequency axis, and it is broad for any choice of time constants.

The squared voltage is half its maximum where the imaginary part equals plus or minus the real part:

$$\omega\tau_T\tau_E-\frac1\omega=\pm(\tau_T+\tau_E).$$

Multiplying by $\omega$ gives a quadratic equation for each sign. The positive roots are

$$\omega_\pm=\frac{\pm(\tau_T+\tau_E)+\sqrt{(\tau_T+\tau_E)^2+4\tau_T\tau_E}}{2\tau_T\tau_E}.$$

Subtracting and multiplying them gives

$$\omega_+-\omega_-=\frac1{\tau_T}+\frac1{\tau_E},\qquad \omega_+\omega_-=\omega_0^2 .$$

Far below both $1/\tau_T$ and $1/\tau_E$, the square roots in $r$ tend to one and $r\to\eta pAR\,\omega/G$. The temperature follows the radiation, and the voltage follows the rate of warming. Far above both, the square roots tend to $\omega\tau_T$ and $\omega\tau_E$, so

$$r\to\frac{\eta pAR}{G\,\omega\,\tau_T\tau_E}=\frac{\eta pA}{HC\,\omega}.$$

Here $R$ and $G$ have dropped out: within one cycle there is no time for much charge or heat to leak away.

## (d) A real chopper: lock-in and rms readings

**Question.** A chopper switches the power between $0$ and $W_0$, with equal open and closed times. Does the voltage still peak at $\omega_0$?

**Solution.** The Fourier series of the power is

$$W(t)=\frac{W_0}{2}+\sum_{n=1,3,5,\dots}\frac{2W_0}{\pi n}\sin n\omega t .$$

The constant term gives no voltage. A lock-in amplifier that selects the chopping frequency reads the $n=1$ part, whose amplitude is $(2W_0/\pi)\,r(\omega)$. This reading peaks at $\omega_0$.

A broadband rms meter adds the mean squares of all components:

$$V_{\rm rms}^2=\sum_{n\ \rm odd}\frac12\left(\frac{2W_0}{\pi n}\right)^2 r(n\omega)^2 .$$

For $\omega\ge\omega_0$, each term with $n\ge3$ samples $r$ above its peak and falls as $\omega$ rises. The first term does not rise either. The sum therefore falls throughout this range, and at $\omega_0$ it is already falling. For very slow chopping the rms voltage tends to zero, since each switching gives a pulse of finite duration and the pulses become rare. The rms maximum must lie below $\omega_0$.

## (e) The peak-to-peak reading

**Question.** What does the peak-to-peak voltage do, as read from an oscilloscope trace? Take $\tau_T\ne\tau_E$.

**Solution.** First let the power switch on at $t=0$ and stay on. Then

$$\theta=\frac{\eta W_0}{G}\left(1-e^{-t/\tau_T}\right),\qquad
\frac{dV}{dt}+\frac{V}{\tau_E}=\frac{\eta pAW_0}{GC\tau_T}e^{-t/\tau_T}.$$

Try $v(t)=S(e^{-t/\tau_E}-e^{-t/\tau_T})$, which vanishes at $t=0$. The left side becomes $S(1/\tau_T-1/\tau_E)e^{-t/\tau_T}$. Matching coefficients and using $\tau_E/C=R$,

$$S=\frac{\eta pARW_0}{G(\tau_E-\tau_T)} .$$

Setting $dv/dt=0$ gives $e^{-t/\tau_E}/\tau_E=e^{-t/\tau_T}/\tau_T$, so the pulse peaks at

$$t^*=\frac{\tau_T\tau_E}{\tau_E-\tau_T}\ln\frac{\tau_E}{\tau_T}.$$

Now chop with half period $h=\pi/\omega$. Each opening adds a copy of $v$ and each closing subtracts one. For $0\le t\le h$ after an opening, $V=\sum_{m\ge0}(-1)^m v(t+mh)$. Summing the geometric series,

$$V=S\left[\frac{e^{-t/\tau_E}}{1+e^{-h/\tau_E}}-\frac{e^{-t/\tau_T}}{1+e^{-h/\tau_T}}\right].$$

Exchanging the time constants leaves this unchanged, because $S$ and the bracket both change sign. We may therefore take $\tau_E>\tau_T$, which makes $S>0$. Define, for either time constant $\tau$,

$$X_\tau=\frac{e^{-t/\tau}}{\tau(1+e^{-h/\tau})},\qquad q_\tau=\frac{1}{e^{h/\tau}+1}.$$

Differentiation gives

$$\frac{\partial V}{\partial t}=S(X_{\tau_T}-X_{\tau_E}),\qquad
\frac{\partial V}{\partial h}=S(X_{\tau_E}q_{\tau_E}-X_{\tau_T}q_{\tau_T}).$$

At $t=0$ the slope is positive, since $\tau(1+e^{-h/\tau})$ increases with $\tau$. The ratio $X_{\tau_T}/X_{\tau_E}$ decreases with $t$, so the slope changes sign at most once. The next half period repeats the waveform with opposite sign, hence $V(0)=-V(h)$. The voltage thus rises from $-V(h)$ to a maximum $M\ge V(h)$, and the peak-to-peak voltage is $2M$.

There are two cases, and both use $q_{\tau_E}>q_{\tau_T}$:

- If the maximum is inside the half period, $X_{\tau_T}=X_{\tau_E}=X$ there. The time derivative vanishes, so $dM/dh=SX(q_{\tau_E}-q_{\tau_T})>0$.
- If the maximum is at $t=h$, then $X_{\tau_T}\ge X_{\tau_E}$. Both derivatives contribute, and $dM/dh=S[X_{\tau_T}(1-q_{\tau_T})-X_{\tau_E}(1-q_{\tau_E})]>0$.

So $M$ grows with the half period: the peak-to-peak voltage falls steadily as chopping gets faster and has no peak at $\omega_0$. Its slow-chopping limit is $2v(t^*)$, one full positive and one full negative pulse. The statement boxed in (b) is therefore true of the component at the chopping frequency, not of every voltage reading.

## (f) Electrocaloric back-action

**Question.** A pyroelectric crystal also changes temperature when its field changes. How does this move the peak?

**Solution.** Let $E=V/d$ be the field along the polarization. With $D$ the electric displacement and $s$ the entropy per unit volume, the free energy obeys $dg=-s\,dT-D\,dE$. Equality of its mixed derivatives gives

$$\left(\frac{\partial s}{\partial E}\right)_T=\left(\frac{\partial D}{\partial T}\right)_E=-p .$$

The heat taken up per unit time is $TAd\,ds/dt$. Its field part is $-TpAd\,dE/dt=-TpA\,dV/dt$, so for small signals about the absolute temperature $T$

$$H\frac{d\theta}{dt}-TpA\frac{dV}{dt}+G\theta=\eta W .$$

The charge balance still gives $\theta=(1+i\omega\tau_E)V/(i\omega pAR)$. Insert this and multiply by $pAR/G$:

$$V\left[\frac{(1+i\omega\tau_T)(1+i\omega\tau_E)}{i\omega}-i\omega\frac{Tp^2A^2R}{G}\right]=\frac{\eta pAR}{G}W .$$

With $k^2=Tp^2A^2/(HC)$, the last term in the bracket is $-i\omega k^2\tau_T\tau_E$. The bracket becomes

$$(\tau_T+\tau_E)+i\left[(1-k^2)\,\omega\tau_T\tau_E-\frac1\omega\right].$$

For $k^2<1$ the peak moves up to $\omega_0/\sqrt{1-k^2}$. Its height is unchanged, because the real part is unchanged.

## (g) Numbers for a lithium tantalate element

**Question.** Evaluate the results for an element 2 mm × 2 mm × 25 µm at 300 K, with $R=50$ GΩ, 5 pF amplifier capacitance, $G=1$ mW/K, $\eta=0.9$ and $W_0=10$ µW. Rough material values are $p=18$ nC/(cm² K), relative permittivity 43 and heat capacity 3.2 J/(cm³ K).

**Solution.** The volume is $10^{-4}$ cm³, so $H=0.32$ mJ/K and $\tau_T=0.32$ s. The parallel-plate formula gives 60.9 pF for the element, so $C=65.9$ pF and $\tau_E=3.30$ s. Then

$$\omega_0=\frac{1}{\sqrt{0.32\times3.30}\ \text{s}}=0.974\ \text{rad/s},$$

or 0.155 Hz. With $pA=0.72$ nC/K, the prefactor $\eta pAR/G$ is $3.24\times10^4$ V s/W, and

$$r_{\max}=\frac{3.24\times10^4}{0.32+3.30}\ \text{V/W}\approx 9.0\times10^3\ \text{V/W}.$$

The half-power frequencies are 0.041 and 0.587 Hz, a factor of 14 apart. At 10 Hz the responsivity is 488 V/W, within about 0.1% of the high-frequency formula.

The fundamental of the chopped power has amplitude $2W_0/\pi=6.37$ µW, which gives 57 mV at the peak. For the rms reading, the square of the periodic waveform in (e) was integrated numerically and its maximum located by a numerical search. It lies at 0.133 Hz, 14% below the lock-in peak, but the rms voltage there is 42.3 mV against 42.2 mV at 0.155 Hz. The maximum is so flat that the shift hardly matters for signal size. The peak-to-peak voltage is 108 mV at 0.155 Hz and rises towards 153 mV for slow chopping, twice the 76.5 mV pulse that peaks at $t^*=0.83$ s.

The neglected effects are small for these numbers:

- Electrocaloric back-action has $k^2=0.0074$ and raises the peak frequency by 0.37%.
- A rough, frequency-independent loss tangent of 0.005 makes the element's capacitance complex. Numerical maximization then gives a peak 0.33% higher in frequency and 0.13% lower in height. This presumes a well-insulating crystal: at the peak frequency such a loss tangent corresponds to a resistivity of about $5\times10^{13}$ Ω cm. Any dc leakage of the crystal acts in parallel with $R$ and must be included in it. A resistivity of $10^{13}$ Ω cm would raise the peak frequency by 4%, and $10^{12}$ Ω cm by 34%.
- To size the temperature difference through the thickness, the crystal was divided into 50 layers of conductivity 4 W/(m K), heated at the front and cooled at the back. Peak frequency and height each change by less than 0.1%.
- The mean warming is $\eta W_0/(2G)=4.5$ mK. The signal field at the peak is about 0.02 kV/cm, against a coercive field of roughly 200 kV/cm, so the signal does not threaten the polarization.

Slow drift of the case temperature is different. Once the element follows a steady drift, the current is $pA$ times the drift rate. At 0.1 K/min this gives an offset of 60 mV, as large as the signal. In the linear model it does not move the peak, but it uses up amplifier range.

Lithium tantalate detectors of about this size are real devices, and load resistors of tens of gigaohms are used with them. Chopped at several hertz or more, the element treated here works on the falling side of its curve rather than at the peak. The least certain input is $G$, which depends on the mounting. If only straight conduction across the gaps is counted, the chosen value corresponds to air gaps of about 0.2 mm on both faces, with air conductivity 0.026 W/(m K). Heat spreading at the edges and radiation add to the loss, so the real gaps would be somewhat wider. Since $\omega_0=\sqrt{G/(HRC)}$, doubling $G$ with the rest fixed raises the peak frequency by 41%. Since $r_{\max}=\eta pAR/(H+GRC)$, it also lowers the height by 48%.

The assumption most exposed to the mounting is that of uniform temperature. Conductivity times thickness is 0.1 mW/K. The smoothest uneven pattern across the square, half a cosine wave, relaxes sideways through $\pi^2$ times this, about 1 mW/K, the same size as $G$. Sideways conduction therefore evens out the temperature only in part. For a central spot 1 mm square modulated at $\omega_0$, with even loss, the largest temperature amplitude is about 1.7 times the mean, against 4 times with no sideways conduction. The temperature is uniform if heating and heat loss are both spread evenly over the faces. The voltage, however, depends only on the mean temperature. If the loss is even, this mean obeys the same heat balance wherever the radiation lands, so the results also hold for uneven heating. An element cooled mainly at its edges would be noticeably hotter in the middle, one time constant $H/G$ would no longer describe it exactly, and the peak formula would then be an estimate. Take uniform heating with all loss through a uniform edge contact, and $G$, defined as steady absorbed power over mean warming, again 1 mW/K. The steady warming at the centre is then 1.4 times the mean, and the peak lies about 3% lower in frequency and 0.6% lower in height than the formula gives.

All numerical values are calculated from the stated model.
